Largest barrier thickness that leaves a polar heterojunction channel empty

**Problem**

A metal gate lies on an undoped barrier layer of thickness d. The barrier has been grown on a thick undoped channel layer, and the interface between the two carries a net positive polarization charge. This charge attracts electrons into the channel layer, so that a transistor with a thick barrier conducts at zero gate bias. Thinning the barrier under the gate can empty the channel and make the device normally off.

The model parameters are round numbers and do not describe a particular material:

- polarization sheet density at the interface, σ = 1.40 × 10⁻³ Å⁻², in elementary charges;
- relative permittivity of both layers, ε = 9.0;
- gate barrier, φ = 1.00 eV: the height of the barrier's conduction edge above the Fermi level at the metal;
- band offset, Δ = 0.35 eV: the drop of the conduction edge on passing from the barrier into the channel layer.

Assume zero temperature, no doping or trapped charge, an abrupt interface, and no electric field deep in the channel layer. Electrons are treated semiclassically: they occupy places where the conduction edge lies below the Fermi level, and they do not enter the barrier. No current flows through the barrier.

(a) Find the conduction edge in both layers, supposing that the channel is empty.

(b) For which thicknesses is the channel really empty at zero gate bias? Find the largest such thickness, d_c.

(c) Evaluate d_c. What thickness would follow if the band offset were ignored, and what would the channel be like at that thickness?

**Hints**

Hint 1. Work with the energy of an electron instead of the electrostatic potential. The electron's charge is negative, so the sign in Poisson's equation changes. Check that a positive sheet charge produces a minimum of electron energy, not a maximum.

Hint 2. In an empty structure the interface sheet is the only charge between the gate and the deep channel layer. The field is zero on one side of the sheet. What must it be on the other?

Hint 3. The electrostatic energy is continuous at the interface, but the conduction edge is not. Decide which of the two has to be compared with the Fermi level.

Hint 4. For part (b), finding one consistent empty state is not quite enough. Ask whether an occupied state could exist under the same conditions. Gauss's law and the sign of the curvature in the channel layer settle this.

**Full solution**

**Conventions and Poisson's equation**

The algebra is in atomic units, where the elementary charge, the electron mass and ħ are one, and Coulomb's law for unit charges in vacuum reads 1/r. Let z run from the gate at z = 0 to the interface at z = d and on into the channel layer. All energies are measured from the Fermi level of the channel layer, which at zero bias is also that of the metal.

For an electrostatic potential Φ and a charge density ρ, Poisson's equation in a layer of constant permittivity is

εΦ″ = −4πρ.

An electron has charge −1, so its electrostatic energy is U = −Φ plus a constant. Therefore

εU″ = 4πρ.

The charge consists of the positive interface sheet and electrons of number density n(z):

εU″ = 4π[σ δ(z − d) − n(z)].  (1)

The constant in U is chosen so that U is the conduction edge in the barrier. In the channel layer the edge is lower by the offset:

E_c = U for z < d,
E_c = U − Δ for z > d.

There is no dipole layer at the interface, so U itself is continuous there.

At the gate, U(0) = φ. The top face of the barrier may also carry polarization charge, but this charge lies against the metal. The metal's own surface charge adjusts to keep U(0) at its fixed value, so the top-face charge does not enter separately.

**(a) The empty structure**

With n = 0, equation (1) gives U″ = 0 inside each layer, so U is a straight line in each. Deep in the channel layer the slope is zero by assumption. A straight line with zero slope somewhere has zero slope everywhere, so U is constant throughout the channel layer.

To find the slope in the barrier, integrate (1) across the interface, from just below d to just above it. The delta function contributes σ:

ε[U′(d⁺) − U′(d⁻)] = 4πσ.

Since U′(d⁺) = 0,

U′(d⁻) = −4πσ/ε = −F, with F = 4πσ/ε.  (2)

The electron energy falls from the gate towards the positive sheet, as attraction requires. In the barrier,

E_c(z) = φ − Fz.

At the interface U has fallen to φ − Fd. Subtracting the offset gives the edge in the channel layer, which is the same at every depth:

E_i = φ − Δ − Fd.  (3)

The gate plane must carry the opposite charge, −σ per unit area, because the field vanishes both inside the metal and in the channel layer. The empty structure is thus a charged capacitor whose positive plate is the polarization sheet.

**(b) When is the channel really empty?**

If E_i < 0, the supposed empty channel has its conduction edge below the Fermi level. States would be available there for electrons, so the supposition contradicts itself and the channel is occupied.

If E_i ≥ 0, no part of the channel edge lies below the Fermi level, and the empty state is consistent. It remains to exclude an occupied state under the same conditions. Suppose that the channel contained n_s > 0 electrons per unit area. Integrating (1) over the channel layer, from just above the interface to a great depth where the slope is zero, gives

0 − εU′(d⁺) = −4πn_s,

U′(d⁺) = 4πn_s/ε.

The jump condition at the interface is unchanged, so

U′(d⁻) = U′(d⁺) − 4πσ/ε = −4π(σ − n_s)/ε.  (4)

The electrons screen part of the sheet charge and make the barrier less steep. The channel edge at the interface becomes

E_c(d⁺) = φ − Δ − 4π(σ − n_s)d/ε = E_i + 4πn_s d/ε.

This is positive when E_i ≥ 0 and n_s > 0. In the channel layer U″ = −4πn/ε ≤ 0, so the slope can only decrease with depth. Since it ends at zero, it is nowhere negative, and the edge is lowest at the interface. The whole channel edge then lies above the Fermi level, where there can be no electrons. This contradicts n_s > 0, so the occupied state is excluded.

The channel is therefore empty at zero bias if and only if E_i ≥ 0. By (3) this means Fd ≤ φ − Δ, and the largest allowed thickness is

d_c = (φ − Δ)/F = ε(φ − Δ)/(4πσ), for φ > Δ.  (5)

Every barrier with d ≤ d_c gives an empty channel; d_c is the upper end of a range.

The limits of (5) show what competes. The gate raises the conduction edge by φ, while the offset and the polarization charge lower it. As σ tends to zero, d_c grows without bound: an uncharged interface attracts no electrons. As φ falls towards Δ, d_c tends to zero. If φ < Δ, then E_i is negative at every thickness, and thinning the barrier cannot empty the channel. A larger permittivity increases d_c because it weakens the field of the same sheet charge.

**(c) Numbers**

In atomic units F is an energy in hartree per bohr, with σ counted per square bohr. Restoring these units gives

F = 4π(hartree × bohr)σ/ε,

in which σ may be taken in Å⁻² if the product in brackets is in eV Å. Its value is 14.3996 eV Å, so

F = 4π × 14.3996 × 1.40 × 10⁻³ / 9.0 = 0.02815 eV/Å.

The energy available for the fall is

φ − Δ = 1.00 − 0.35 = 0.65 eV,

and the largest thickness is

d_c = 0.65/0.02815 = 23.1 Å = 2.31 nm.

The input parameters justify about two figures, so the answer is 2.3 nm.

If the offset were ignored, the whole gate barrier would appear to be available:

1.00/0.02815 = 35.5 Å.

In a supposed empty structure of that thickness, the barrier edge just reaches the Fermi level at the interface. But electrons collect in the channel layer, whose edge is lower by 0.35 eV. Equation (3) gives E_i = −0.35 eV, so the channel is occupied and the device is normally on. The offset has to be subtracted because it has already brought the channel edge closer to the Fermi level.

The result is sensitive to the gate barrier. A change of 0.10 eV in φ changes d_c by 0.10/0.02815 = 3.6 Å, about 15 per cent of d_c. For a fixed energy difference, d_c varies as 1/σ, so an increase of the sheet density by a small percentage lowers d_c by nearly the same percentage.

As an independent test, equation (1) was solved on a grid with electrons present wherever the edge lies below the Fermi level. The thickness at which electrons first appear was located by bisection, without use of (5). It is 23.09 Å, in agreement with the formula. Agreement was also found for zero offset, for a second set of parameters, and for a different effective mass; the numerical output follows this text.

**Where the criterion changes**

*A field deep in the channel layer.* Suppose that the empty channel edge rises away from the interface with a constant slope s, where 0 < s < F. The jump condition then reads s − U′(d⁻) = F, so the barrier slope is −(F − s). The lowest point of the channel edge is still at the interface, and setting it to zero gives

d = (φ − Δ)/(F − s),

which is larger than d_c. This is the semiclassical value. A rising edge forms a triangular well, and with quantized motion electrons appear only when its lowest level, not the edge, reaches the Fermi level. That energy adds to φ − Δ and can matter more than s itself: for s = 0.1F and an effective mass of 0.2, the formula gives 25.7 Å, while the lowest level lies 0.10 to 0.12 eV above the edge and moves the onset to about 30 Å. If instead the edge falls away from the interface, its lowest point lies elsewhere, and the interface value no longer decides whether the channel is empty.

*Temperature.* Above absolute zero, states above the Fermi level have a nonzero occupation. The channel density then does not vanish sharply at d_c, and a practical threshold depends on how small a density or current is counted as off. The effect is not small: at 300 K, with an effective mass of 0.2, the same semiclassical model gives about 5 × 10⁻⁵ Å⁻² at d_c and about 9 × 10⁻⁷ Å⁻² at d = 15 Å.

*Charge in the barrier or at the interface.* Fixed charge at the interface adds to σ with its sign. Charge distributed through the barrier bends the straight line used in part (a), and equation (5) then has to be rederived.

**Variation 1: the gate bias at which electrons appear**

*Find the onset bias for barriers of 15.0 Å and 40.0 Å.*

Let a positive gate bias lower the electron energy at the gate by V, with V expressed as an energy. The boundary condition becomes U(0) = φ − V. Everything else in part (a) is unchanged, so

E_i = φ − V − Δ − Fd.

The argument of part (b) also holds with φ replaced by φ − V. Electrons appear when V exceeds the value that makes E_i zero:

V_th = φ − Δ − Fd.  (6)

Since φ − Δ = Fd_c, this can be written as

V_th = F(d_c − d).

The onset bias is positive for d < d_c and negative for d > d_c. These are the normally-off and normally-on cases. For the thin barrier,

V_th = 0.65 − 0.02815 × 15.0 = 0.228 eV,

and for the thick one,

V_th = 0.65 − 0.02815 × 40.0 = −0.476 eV.

The grid solution, with the bias varied at fixed thickness, gives the same two onsets.

A barrier at d_c has V_th = 0 and therefore no margin. To hold the channel edge a given energy above the Fermi level at zero bias, the barrier must be thinner than d_c by that energy divided by F. The thin barrier here is 8.1 Å below d_c, which corresponds to the 0.228 eV just found.

Equation (6) also sets a ceiling. As d tends to zero, V_th tends to φ − Δ, which is 0.65 eV here. Thinning alone cannot raise the onset beyond this value in the present model. A larger gate barrier or a smaller offset raises the ceiling itself. Negative fixed charge at the interface raises the onset at a given thickness, but carries it past φ − Δ only if it outweighs the polarization charge; the onset then increases with thickness instead of decreasing. This holds only while the onset stays below about φ; beyond that the barrier edge at the gate lies under the Fermi level of the channel, and the assumption of no gate current becomes doubtful. The model also leaves out tunnelling through the barrier, and for layers this thin the omission matters: with an effective mass of 0.2 in the barrier, a WKB estimate of the transmission at the onset bias is about 6 × 10⁻³ for 15 Å and 2 × 10⁻⁴ at d_c.

**Variation 2: the electrons under a barrier thicker than d_c**

*Find the electron sheet density at zero bias for d = 40.0 Å and an effective mass of 0.2 electron masses.*

Let u = −E_c be the depth of the channel edge below the Fermi level, and u_i > 0 its value at the interface. The barrier slope (4) gives

−u_i = φ − Δ − 4π(σ − n_s)d/ε.

Move the last term to the left and u_i to the right:

4π(σ − n_s)d/ε = φ − Δ + u_i.

Multiply by ε/(4πd) and solve for n_s:

n_s = σ − ε(φ − Δ)/(4πd) − εu_i/(4πd).

By (5), ε(φ − Δ)/(4π) = σd_c, so

n_s = σ(1 − d_c/d) − εu_i/(4πd).  (7)

The first term alone is an upper bound, because u_i is positive. It would be the density if the channel could hold its electrons with the edge still at the Fermi level.

A second relation between n_s and u_i comes from the electrons themselves. At zero temperature they fill states up to a wavenumber k with k²/(2m) = u, where m is the effective mass. With two spin states and one band minimum, n = k³/(3π²), so

n = A u^(3/2), with A = (2m)^(3/2)/(3π²).

In the channel layer U = Δ − u, and (1) becomes u″ = 4πn/ε. Multiply by u′ and integrate from the depth, where u and u′ vanish, to the interface:

½u′² = (4π/ε) A ∫₀^(u_i) u^(3/2) du = (8πA/5ε) u_i^(5/2).

Gauss's law gives |u′| = 4πn_s/ε at the interface. The left side is therefore 8π²n_s²/ε², and

n_s² = εA u_i^(5/2)/(5π).  (8)

Equations (7) and (8) fix both unknowns. There is one solution, because n_s from (8) rises with u_i while n_s from (7) falls.

The grid solution gives u_i = 0.157 eV and n_s = 3.97 × 10⁻⁴ Å⁻². Equation (7) can be checked with these numbers. The upper bound is

1.40 × 10⁻³ × (1 − 23.09/40.0) = 5.92 × 10⁻⁴ Å⁻²,

and the correction is

9.0 × 0.157/(4π × 14.3996 × 40.0) = 1.95 × 10⁻⁴ Å⁻².

Their difference is 3.97 × 10⁻⁴ Å⁻², as found. Halving the grid step and doubling the depth of the channel layer changed n_s and u_i by less than 0.2 per cent.

The upper bound exceeds the computed density by about 49 per cent of that density. The relative excess grows further as d approaches d_c from above. By (8), u_i is proportional to n_s^(4/5), so the ratio of the correction in (7) to n_s grows as n_s^(−1/5) when n_s tends to zero. In that limit the correction cancels the first term ever more nearly, and n_s varies as (1 − d_c/d)^(5/4) instead of linearly. Because the power −1/5 is so weak, the limit is approached very slowly: the 5/4 law holds only extremely close to d_c, at densities far below the one computed here. Elsewhere (7) and (8) have to be solved together. This power belongs to the semiclassical, zero-temperature model; that model is outside its range here. At d = 40 Å the Fermi wavelength at the interface is about 69 Å, while the depth u_i divided by the slope of the edge is only about 20 Å. With quantized motion across the channel nearly all electrons occupy the lowest subband, and the self-consistent density is about 3.2 × 10⁻⁴ Å⁻² for an impenetrable barrier, 20 per cent below the semiclassical value, or about 3.6 × 10⁻⁴ Å⁻² if the wavefunction may enter the 0.35 eV step.

The onset thickness does not share this dependence on the electron model's details within the semiclassical treatment. At onset both n_s and u_i are zero, the effective mass drops out, and (7) returns d = d_c.

Table of computed values

```
polarization sheet density: 1.40e-03 angstrom^-2
relative permittivity: 9.0 (no unit)
gate barrier: 1.00 eV
band offset: 0.35 eV
gate barrier minus offset: 0.65 eV
hartree times bohr: 14.3996 eV angstrom
barrier slope F: 0.02815 eV/angstrom
critical thickness, formula: 23.09 angstrom
critical thickness, converted: 2.31 nm
critical thickness, grid: 23.09 angstrom
thickness if offset ignored: 35.53 angstrom
thin barrier: 15.0 angstrom
thin barrier, onset bias energy: 0.228 eV
thick barrier: 40.0 angstrom
thick barrier, onset bias energy: -0.476 eV
effective mass: 0.2 electron masses
thick barrier, electron density: 3.97e-04 angstrom^-2
thick barrier, upper bound: 5.92e-04 angstrom^-2
thick barrier, edge below Fermi level: 0.157 eV
```
